# Jamming of randomly adsorbed dimers on a six-site ring: a program that tests the result

```python
"""Random irreversible dimer adsorption on a ring of six sites.

Result under test: if every adsorption picks uniformly among the empty
neighbouring pairs, the expected jamming coverage is exactly 8/9.
With attempt rate k per pair and x = exp(-k t), the mean coverage is
    8/9 - (2/5) x - (4/9) x**3 - (2/45) x**6.
Coverage = occupied sites / 6. Sites are bits of an integer; a pair of
neighbouring sites is an integer with two bits set.
"""
from fractions import Fraction
from itertools import permutations
from math import exp, log, sqrt

import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq

SITES = 6
RING_PAIRS = [(1 << i) | (1 << ((i + 1) % SITES)) for i in range(SITES)]
ROW_PAIRS = [(1 << i) | (1 << (i + 1)) for i in range(3)]


def count_sites(occupied):
    return bin(occupied).count("1")


def open_pairs(occupied, pairs):
    return [pair for pair in pairs if not pair & occupied]


def histories(pairs, occupied=0, probability=Fraction(1), order=()):
    """Yield each complete ordered history with its exact probability."""
    allowed = open_pairs(occupied, pairs)
    if not allowed:
        yield occupied, probability, order
        return
    for pair in allowed:
        yield from histories(pairs, occupied | pair,
                             probability / len(allowed), order + (pair,))


# Exact enumeration of histories on the ring
ring = list(histories(RING_PAIRS))
full_histories = [h for h in ring if count_sites(h[0]) == 6]
hole_histories = [h for h in ring if count_sites(h[0]) == 4]
mean_jam = sum(p * Fraction(count_sites(s), SITES) for s, p, _ in ring)
mean_square = sum(p * Fraction(count_sites(s), SITES) ** 2
                  for s, p, _ in ring)
variance = mean_square - mean_jam ** 2
probability_full = sum(p for _, p, _ in full_histories)
probability_holes = sum(p for _, p, _ in hole_histories)
assert len(full_histories) == 12 and len(hole_histories) == 6
assert len(ring) == 18
assert all(p == Fraction(1, 18) for _, p, _ in ring)
assert mean_jam == Fraction(8, 9)
assert variance == Fraction(2, 81)

# Row of four empty sites left by the first dimer
row_gain = sum(p * count_sites(s) for s, p, _ in histories(ROW_PAIRS))
assert row_gain == Fraction(10, 3)
assert (2 + row_gain) / SITES == mean_jam

# Distinct jammed arrangements and their weights
weights = {}
for _, p, order in ring:
    key = frozenset(order)
    weights[key] = weights.get(key, Fraction(0)) + p
full_weights = [w for key, w in weights.items() if len(key) == 3]
hole_weights = [w for key, w in weights.items() if len(key) == 2]
equal_weight_mean = Fraction(sum(2 * len(key) for key in weights),
                             SITES * len(weights))
assert full_weights == [Fraction(1, 3)] * 2
assert hole_weights == [Fraction(1, 9)] * 3
assert equal_weight_mean == Fraction(4, 5)

# Blind attempts with rejection: a pair once blocked stays blocked, so
# only the order of first attempts matters, and all orders are equally likely
final_counts = []
for attempt_order in permutations(RING_PAIRS):
    occupied = 0
    for pair in attempt_order:
        if not pair & occupied:
            occupied |= pair
    final_counts.append(count_sites(occupied))
orders_full = final_counts.count(6)
orders_holes = final_counts.count(4)
blind_mean = Fraction(sum(final_counts), SITES * len(final_counts))
assert orders_full + orders_holes == 720
assert blind_mean == mean_jam

# Microscopic master equation on all occupation states
rate = 0.5  # attempts per second on each pair, model parameter
generator = np.zeros((2 ** SITES, 2 ** SITES))
for state in range(2 ** SITES):
    for pair in open_pairs(state, RING_PAIRS):
        generator[state | pair, state] += rate
        generator[state, state] -= rate
site_numbers = np.array([count_sites(s) for s in range(2 ** SITES)])


def microscopic(time):
    """Class probabilities and mean coverage from the matrix exponential."""
    probability = expm(generator * time)[:, 0]
    classes = np.zeros(5)
    for state, value in enumerate(probability):
        number = count_sites(state)
        if number == 4:
            index = 2 if open_pairs(state, RING_PAIRS) else 3
        else:
            index = {0: 0, 2: 1, 6: 4}.get(number)
        if index is None:
            assert abs(value) < 1e-12
        else:
            classes[index] += value
    return classes, float(site_numbers @ probability) / SITES


def class_formula(time):
    x = exp(-rate * time)
    p0 = x ** 6
    p1 = 2 * (x ** 3 - x ** 6)
    pa = 6 * x / 5 - 2 * x ** 3 + 4 * x ** 6 / 5
    pb = (1 - 2 * x ** 3 + x ** 6) / 3
    return np.array([p0, p1, pa, pb, 1 - p0 - p1 - pa - pb])


def coverage_formula(time):
    x = exp(-rate * time)
    return 8 / 9 - 2 * x / 5 - 4 * x ** 3 / 9 - 2 * x ** 6 / 45


for time in (0.0, 0.1, 0.7, 2.0, 4.0, 8.0, 20.0):
    classes, coverage = microscopic(time)
    assert np.allclose(classes, class_formula(time), atol=1e-11)
    assert abs(coverage - coverage_formula(time)) < 1e-11
assert abs(microscopic(100.0)[1] - float(mean_jam)) < 1e-10
small_time = 1e-5
initial_slope = microscopic(small_time)[1] / small_time
assert abs(initial_slope - 2 * rate) < 1e-4  # first-order difference error

# Exposure needed for 99 percent of the jamming coverage
target = 0.99 * float(mean_jam)
time_99 = brentq(lambda t: microscopic(t)[1] - target, 1.0, 20.0,
                 xtol=1e-10)
time_99_estimate = log(45) / rate
assert 0 < time_99 - time_99_estimate < 0.002

print("Ordered histories, total:", len(ring))
print("Histories ending full:", len(full_histories))
print("Histories ending with two holes:", len(hole_histories))
print("Probability of each history:", ring[0][1])
print("Probability that a ring ends full:", probability_full)
print("Probability that a ring ends with two holes:", probability_holes)
print("Mean sites gained by the row of four:", row_gain)
print(f"Expected jamming coverage: {mean_jam} = {float(mean_jam):.6f}")
print("Variance of jamming coverage:", variance)
print(f"Standard deviation of jamming coverage: {sqrt(variance):.4f}")
print("Distinct full arrangements:", len(full_weights))
print("Distinct arrangements with holes:", len(hole_weights))
print("Weight of each full arrangement:", full_weights[0])
print("Weight of each arrangement with holes:", hole_weights[0])
print("Mean if arrangements were equally weighted:", equal_weight_mean)
print("Attempt orders, total:", len(final_counts))
print("Attempt orders ending full:", orders_full)
print("Attempt orders ending with two holes:", orders_holes)
print("Mean coverage over attempt orders:", blind_mean)
print(f"Attempt rate per pair: {rate:.1f} s^-1")
print(f"Initial slope of mean coverage: {initial_slope:.4f} s^-1")
for time in (2.0, 4.0, 8.0):
    classes, coverage = microscopic(time)
    print(f"Exposure {time:.0f} s: x = {exp(-rate * time):.6f}")
    print("  P0, P1, Pa, Pb, P3 =",
          ", ".join(f"{value:.6f}" for value in classes))
    print(f"  mean coverage = {coverage:.6f}")
    print(f"  shortfall from jamming mean = {float(mean_jam)-coverage:.6f}")
    print(f"  slowest term (2/5)x = {0.4 * exp(-rate * time):.6f}")
print(f"Coverage at 99 percent of jamming mean: {target:.6f}")
print(f"Exposure time to reach it: {time_99:.4f} s")
print(f"One-term estimate ln(45)/k: {time_99_estimate:.4f} s")
print("all good")
```

Printed output:

```
Ordered histories, total: 18
Histories ending full: 12
Histories ending with two holes: 6
Probability of each history: 1/18
Probability that a ring ends full: 2/3
Probability that a ring ends with two holes: 1/3
Mean sites gained by the row of four: 10/3
Expected jamming coverage: 8/9 = 0.888889
Variance of jamming coverage: 2/81
Standard deviation of jamming coverage: 0.1571
Distinct full arrangements: 2
Distinct arrangements with holes: 3
Weight of each full arrangement: 1/3
Weight of each arrangement with holes: 1/9
Mean if arrangements were equally weighted: 4/5
Attempt orders, total: 720
Attempt orders ending full: 480
Attempt orders ending with two holes: 240
Mean coverage over attempt orders: 8/9
Attempt rate per pair: 0.5 s^-1
Initial slope of mean coverage: 1.0000 s^-1
Exposure 2 s: x = 0.367879
  P0, P1, Pa, Pb, P3 = 0.002479, 0.094617, 0.343864, 0.300968, 0.258072
  mean coverage = 0.719499
  shortfall from jamming mean = 0.169390
  slowest term (2/5)x = 0.147152
Exposure 4 s: x = 0.135335
  P0, P1, Pa, Pb, P3 = 0.000006, 0.004945, 0.157450, 0.331683, 0.505916
  mean coverage = 0.833653
  shortfall from jamming mean = 0.055236
  slowest term (2/5)x = 0.054134
Exposure 8 s: x = 0.018316
  P0, P1, Pa, Pb, P3 = 0.000000, 0.000012, 0.021966, 0.333329, 0.644692
  mean coverage = 0.881560
  shortfall from jamming mean = 0.007329
  slowest term (2/5)x = 0.007326
Coverage at 99 percent of jamming mean: 0.880000
Exposure time to reach it: 7.6144 s
One-term estimate ln(45)/k: 7.6133 s
all good
```
